# Biorthogonal self-consistent field for transcorrelated Hamiltonians and its two Brillouin conditions, part 1

(Sections cited here and not found follow in the second part.)

## Biorthogonal transcorrelated self-consistent field

Take the beryllium atom in ten $s$ Gaussians, apply a Jastrow similarity transformation to its Hamiltonian, and solve the mean-field equations with one orthonormal set of orbitals, built from the occupied right eigenvectors of the Fock matrix. At convergence the Fock elements $F_{ai}$, with virtual $a$ in the bra and occupied $i$ in the ket, have norm $2\times10^{-11}\,E_h$, which is the convergence residual. The elements $F_{ia}$ have norm $1.06\,E_h$. The energy derivative with respect to the nuclear charge is $-8.427\,E_h$, while the expectation value that should equal it is $-8.743\,E_h$. In Hartree–Fock theory $F_{ai}=F_{ia}$, and one condition is both. For a non-Hermitian Hamiltonian these are two sets of conditions, and unless symmetry makes both vanish, meeting them in general takes two sets of orbitals.

### The transcorrelated Hamiltonian

Hartree atomic units are used, and orbitals are real unless stated otherwise. Let $H=\sum_i h(i)+\sum_{i<j}r_{ij}^{-1}$ with $h=-\tfrac12\nabla^2-Z/r$, and let $J=\sum_{i<j}u(r_{ij})$ be a fixed, spin-independent function. Define $\tilde H=e^{-J}He^{J}$. The potentials commute with $e^{J}$, so only the kinetic energy changes. The product rule gives $\nabla_i(e^Jf)=e^J(\nabla_if+f\nabla_iJ)$, and a second application gives

$$e^{-J}\left(-\tfrac12\nabla_i^2\right)e^{J}=-\tfrac12\nabla_i^2-\tfrac12(\nabla_i^2J)-\tfrac12(\nabla_iJ)^2-\nabla_iJ\cdot\nabla_i .\tag{1}$$

With $u_{ij}=u(r_{ij})$, $\nabla_iJ=\sum_{j\ne i}\nabla_iu_{ij}$. The terms linear in $J$ are pair terms. The square splits as

$$\tfrac12(\nabla_iJ)^2=\tfrac12\sum_{j\neq i}(\nabla_iu_{ij})^2+\sum_{j<k;\ j,k\ne i}\nabla_iu_{ij}\cdot\nabla_iu_{ik},$$

since each unordered pair $\{j,k\}$ occurs twice among the cross terms. Sum (1) over $i$. A pair receives $\tfrac12\nabla^2u+\tfrac12u'^2$ from each of its two electrons, and a triple receives one cross term from each of its three. Hence

$$\tilde H=\sum_ih(i)+\sum_{i<j}v(i,j)+\sum_{i<j<k}w(i,j,k),\qquad v=\frac1{r_{12}}-K,\quad w=-L,\tag{2}$$

$$K(1,2)=\kappa(r_{12})+\nabla_1u_{12}\cdot\nabla_1+\nabla_2u_{12}\cdot\nabla_2,\qquad \kappa(s)=u''+\frac{2u'}{s}+u'^2,\tag{3}$$

$$L(1,2,3)=\nabla_1u_{12}\cdot\nabla_1u_{13}+\nabla_2u_{21}\cdot\nabla_2u_{23}+\nabla_3u_{31}\cdot\nabla_3u_{32}.\tag{4}$$

No four-body term arises, because (1) is at most quadratic in $J$ and both factors share electron $i$. The gradient terms in (3) make $v$ non-Hermitian. Besides the one-, two- and three-body form (2), the derivation of the stationarity conditions below uses only two properties of $\tilde H$: it is symmetric under permutation of the electrons, and it does not act on spin. In a complete space $\tilde H$ has the spectrum of $H$. Its projection on a finite basis in general does not.

### The functional and the biorthogonal basis

Let $X=|\chi_1\cdots\chi_N|$ and $\Phi=|\phi_1\cdots\phi_N|$ be determinants whose spin orbitals lie in the same one-particle space of finite dimension $M$. They are varied independently in

$$E[X,\Phi]=\frac{\langle X|\tilde H|\Phi\rangle}{\langle X|\Phi\rangle},\qquad\langle X|\Phi\rangle\neq0 .\tag{5}$$

The same quotient over unrestricted $X$ and $\Phi$ is stationary when $(\tilde H-E)|\Phi\rangle=0$ and $\langle X|(\tilde H-E)=0$, that is, at right and left eigenvectors. For an exact real state $\Psi$ these are $\Phi=e^{-J}\Psi$ and $X=e^{J}\Psi$, two different functions.

A determinant is $\sqrt{N!}\,\mathcal A$ acting on an orbital product, with $\mathcal A=\frac1{N!}\sum_\pi\operatorname{sgn}(\pi)\,\hat\pi$. This operator is Hermitian, idempotent and commutes with any permutation-symmetric $O$, so the two antisymmetrizers merge into one:

$$\langle X|O|\Phi\rangle=\sum_\pi\operatorname{sgn}(\pi)\,\langle\chi_1\cdots\chi_N|O|\phi_{\pi(1)}\cdots\phi_{\pi(N)}\rangle .\tag{6}$$

For $O=1$ this is $\det s$, with $s_{ij}=\langle\chi_i|\phi_j\rangle$. If the occupied $\phi$ are mixed by an invertible matrix $A$, then $\Phi\to(\det A)\,\Phi$, and the factor cancels in (5). The same holds separately for the $\chi$. Replacing $\chi_i$ by $\sum_k(s^{-1})_{ik}\chi_k$ therefore makes $s=1$ without changing $E$. The replacement is an invertible linear change of variables, so it also preserves stationarity.

The occupied sets are completed as follows. Let $\mathcal V$ be the space of functions orthogonal to all occupied $\chi_i$. The $\chi_i$ are independent because $\det s\ne0$, so $\dim\mathcal V=M-N$. If $\sum_jc_j\phi_j$ lies in $\mathcal V$ then $sc=0$ and $c=0$. The occupied $\phi_i$ together with any basis $\phi_a$ of $\mathcal V$ thus form a basis of the whole space. That basis has a unique dual basis. The occupied $\chi_i$ already obey $\langle\chi_i|\phi_j\rangle=\delta_{ij}$ and $\langle\chi_i|\phi_a\rangle=0$, so they belong to it, and its other members define $\chi_a$. With $i,j,k$ occupied, $a$ virtual and $p,q$ general,

$$\langle\chi_p|\phi_q\rangle=\delta_{pq},\qquad P=\sum_i|\phi_i\rangle\langle\chi_i|,\qquad Q=1-P=\sum_a|\phi_a\rangle\langle\chi_a| .\tag{7}$$

$P^2=P$, but $P^T\neq P$ unless the two occupied spaces coincide: $P$ is an oblique projector.

### Matrix elements

Write $h_{pq}=\langle\chi_p|h|\phi_q\rangle$, $\langle pq|rs\rangle=\langle\chi_p\chi_q|v|\phi_r\phi_s\rangle$, and likewise $\langle pqr|stu\rangle$ for $w$. A double bar denotes the signed sum over permutations of the ket labels. Relabelling the electrons gives $\langle pq|rs\rangle=\langle qp|sr\rangle$, so $\langle pq||rs\rangle$ is antisymmetric in the bra labels as well, and the same holds for three labels. No Hermiticity is assumed.

Consider a term of (2) acting on a subset of the electrons. In (6) each electron $m$ outside the subset contributes $\langle\chi_m|\phi_{\pi(m)}\rangle=\delta_{m\pi(m)}$, so $\pi$ permutes only labels inside the subset, and the signed sum is the double-bar integral. Summing over subsets, and turning ordered sums into free ones with $1/2!$ and $1/3!$ (terms with repeated labels vanish),

$$E=E_1+E_2+E_3=\sum_ih_{ii}+\tfrac12\sum_{ij}\langle ij||ij\rangle+\tfrac16\sum_{ijk}\langle ijk||ijk\rangle .\tag{8}$$

Let $X_i^a$ be $X$ with $\chi_a$ in slot $i$, and $\Phi_i^a$ be $\Phi$ with $\phi_a$ in slot $i$. In $\langle X_i^a|\tilde H|\Phi\rangle$ electron $i$ must belong to the subset, since otherwise the factor $\langle\chi_a|\phi_{\pi(i)}\rangle=0$ appears. The other spectators force $\pi(m)=m$ as before. The result is $h_{ai}+\sum_{j\neq i}\langle aj||ij\rangle+\sum_{j<k;\,j,k\neq i}\langle ajk||ijk\rangle$. The excluded terms have $i$ twice in the ket and vanish, so the sums may run over all occupied orbitals. In $\langle X|\tilde H|\Phi_i^a\rangle$ a spectator $m$ needs $\phi_m$ in the ket. Since $\phi_i$ is absent, $i$ again belongs to the subset, and now the excluded terms have $i$ twice in the bra. Define

$$F_{pq}=h_{pq}+\sum_j\langle pj||qj\rangle+\tfrac12\sum_{jk}\langle pjk||qjk\rangle .\tag{9}$$

Then

$$\langle X_i^a|\tilde H|\Phi\rangle=F_{ai},\qquad\langle X|\tilde H|\Phi_i^a\rangle=F_{ia},\qquad\langle X_i^a|\Phi\rangle=\langle X|\Phi_i^a\rangle=0,\tag{10}$$

where the overlaps vanish because $s$ acquires a zero row or column. Each occupied label in (9) occurs once in the bra and once in the ket and is summed, so the operator $F$ with $F_{pq}=\langle\chi_p|F|\phi_q\rangle$ depends on the orbitals only through $P$: $F=F[P]$. Equation (10) holds for any biorthonormal set, stationary or not.

### Stationarity and the two Brillouin conditions

Expand a variation in the left basis, $\delta\chi_i=\sum_pc_{ip}\chi_p$ with $c_{ip}=\langle\delta\chi_i|\phi_p\rangle$. A determinant is linear in each orbital, and a term $\chi_j$ with $j\neq i$ repeats an orbital and vanishes, so $\delta X=\sum_ic_{ii}X+\sum_{ia}c_{ia}X_i^a$. With $\langle X|\Phi\rangle=1$ the quotient rule and (10) give

$$\delta E=\langle\delta X|\tilde H|\Phi\rangle-E\langle\delta X|\Phi\rangle=\sum_ic_{ii}(E-E)+\sum_{ia}c_{ia}F_{ai}.$$

The occupied components cancel against the change of the overlap, which is why no Lagrange multipliers are needed. On the right, $\delta\phi_i=\sum_p\phi_pd_{pi}$ with $d_{pi}=\langle\chi_p|\delta\phi_i\rangle$ gives $\sum_{ia}F_{ia}d_{ai}$ by the same steps. Using (7),

$$\delta E=\sum_{ia}\left(c_{ia}F_{ai}+F_{ia}d_{ai}\right)=\sum_i\langle\delta\chi_i|QF|\phi_i\rangle+\sum_i\langle\chi_i|FQ|\delta\phi_i\rangle .\tag{11}$$

**Theorem.** Under the assumptions of (5), three statements are equivalent: (a) $E$ is stationary under independent variations of $\chi$ and $\phi$; (b) both Brillouin conditions hold,

$$\langle X_i^a|\tilde H|\Phi\rangle=0\quad\text{and}\quad\langle X|\tilde H|\Phi_i^a\rangle=0\quad\text{for all }i,a;\tag{12}$$

(c) $[F[P],P]=0$.

*Proof.* The $2N(M-N)$ numbers $c_{ia}$ and $d_{ai}$ in (11) can be chosen freely. Setting one to be nonzero and the rest to zero shows that (a) requires every $F_{ai}$ and every $F_{ia}$ to vanish. Conversely, if they vanish then $\delta E=0$. By (10) this is (b). By (7), $QFP=\sum_{ai}|\phi_a\rangle F_{ai}\langle\chi_i|$ and $PFQ=\sum_{ia}|\phi_i\rangle F_{ia}\langle\chi_a|$, so (b) reads $QFP=PFQ=0$. Next, $FP-PF=(P+Q)FP-PF(P+Q)=QFP-PFQ$, which gives (b)$\Rightarrow$(c). Since $QP=PQ=0$, multiplying this commutator by $Q$ on the left and $P$ on the right leaves $QFP$, and by $P$ on the left and $Q$ on the right leaves $-PFQ$, which gives (c)$\Rightarrow$(b). $\square$

The roles are crossed. Varying the left orbitals gives $QF|\phi_i\rangle=0$, an equation for the right orbitals, and varying the right orbitals gives $\langle\chi_i|FQ=0$.

If every orbital has a definite spin projection, the variations that keep it give (12) for $a$ and $i$ of the same spin. The spin-flip elements vanish because $\tilde H$ commutes with $S_z$ and the excited determinant has a different $S_z$. If both determinants are closed-shell, the $\alpha$ and $\beta$ Fock operators coincide, as (16) below shows, so one spatial condition covers both spins.

### The orbital equations

Under (12) the matrix $F_{pq}$ is block diagonal. Suppose both blocks are diagonalizable, $F_{oo}=A\varepsilon_oA^{-1}$ and similarly for the virtual block. Arrange the orbitals as rows and set $\phi\to\phi A$, $\chi\to\chi A^{-T}$. This keeps (7) and $P$, hence $F$, and turns the block into $A^{-1}F_{oo}A=\varepsilon_o$. Then $F_{pq}=\varepsilon_p\delta_{pq}$, and inserting $1=\sum_p|\phi_p\rangle\langle\chi_p|$ gives

$$F|\phi_q\rangle=\varepsilon_q|\phi_q\rangle,\qquad\langle\chi_p|F=\varepsilon_p\langle\chi_p| .\tag{13}$$

In a basis $g_\mu$ with overlap matrix $\mathbf S$ and $\mathbf F_{\mu\nu}=\langle g_\mu|F|g_\nu\rangle$, let the columns of $\mathbf C_R$ and $\mathbf C_L$ hold the coefficients of $\phi$ and $\chi$. Then $\mathbf C_L^T\mathbf S\mathbf C_R=1$ and $\mathbf C_L^T\mathbf F\mathbf C_R=\varepsilon$. The first relation gives $(\mathbf C_L^T)^{-1}=\mathbf S\mathbf C_R$ and $\mathbf C_R^{-1}=\mathbf C_L^T\mathbf S$. Multiplying the second by these, from the left and from the right respectively,

$$\mathbf F\mathbf C_R=\mathbf S\mathbf C_R\varepsilon,\qquad\mathbf C_L^T\mathbf F=\varepsilon\,\mathbf C_L^T\mathbf S,\qquad\mathbf C_L^T\mathbf S\mathbf C_R=1,\qquad\mathbf P=\mathbf C_R^{\rm occ}(\mathbf C_L^{\rm occ})^T .\tag{14}$$

These are the biorthogonal self-consistent-field equations. One solves the right problem, sets $\mathbf C_L^T=(\mathbf S\mathbf C_R)^{-1}$, forms $\mathbf P$, rebuilds $\mathbf F$ and repeats. At a fixed point (13) gives $FP=\sum_i\varepsilon_i|\phi_i\rangle\langle\chi_i|=PF$, so the theorem yields (12).

Three conditions attach to (14) and not to the theorem. A non-symmetric block may fail to be diagonalizable, and then (c) remains the working equation. A real $\mathbf F$ may have complex-conjugate pairs of eigenvalues. Equation (14) then holds with transposes and no conjugation, and $P$ stays real if both members of a pair are on the same side of the occupied–virtual division. Finally, the occupied eigenvalues determine $P$ uniquely only if no virtual eigenvalue equals an occupied one. Occupying the eigenvalues of lowest real part is a convention, and it need not single out one stationary point: already at $J=0$ the spin-restricted and the spin-broken Hartree–Fock solutions of stretched H$_2$ both obey it. The theorem itself does not assert that a solution exists, and it says nothing where $\langle X|\Phi\rangle=0$.

For $J=0$ and symmetric $P$, $F$ is symmetric, left and right eigenvectors coincide, and (14) is the Roothaan equation.

Stationarity of the energy under independent variation of the two determinants has been shown equivalent to both Brillouin conditions and to $[F[P],P]=0$, and the biorthogonal self-consistent-field equations (14) follow when the Fock blocks are diagonalizable. What remains is the spin-summed working form, the consequences of double stationarity, and the comparison with the single-set scheme, tested on beryllium.
